# How ripple period sets the annealing time of silicon waveguide sidewalls: a program that tests the result

```python
# Result under test: surface diffusion damps a small sidewall ripple a*cos(q*x)
# as da/dt = -B*q**4*a, with B = D_s*gamma*Omega**2*nu/(k*T).
# The time for a fixed reduction factor R is ln(R)/(B*q**4): it grows 16-fold
# when the period 2*pi/q is doubled.
# D_s: surface diffusivity, gamma: surface energy, Omega: atomic volume,
# nu: mobile-site density, kappa: curvature (positive on crests), h: height.
# Lengths are in nm, times in s and energies in J unless stated otherwise.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

# ---------- Inputs: rough typical values for silicon in hydrogen ----------
temperature = 1173.0            # K
diffusivity_cm2 = 1e-7          # cm2/s
activation_ev = 2.5             # eV
gamma_si = 1.2                  # J/m2
omega = 0.020                   # nm3
site_density = 7.0              # 1/nm2
vapour_torr = 1e-9              # Torr
anisotropy = 0.03               # gamma(theta) = gamma*(1+anisotropy*cos(4 theta))
guide_side = 3000.0             # nm
vacuum_wavelength = 1550.0      # nm
index_si, index_clad = 3.48, 1.44
short_period, long_period = 350.0, 700.0
start_amplitude = 5.0           # nm
reduction = 10.0

gamma = gamma_si * 1e-18        # J/nm2
thermal = const.k * temperature


def mullins_coefficient(temp):
    """Coefficient B in nm4/s at temperature temp in K."""
    shift = 1 / temp - 1 / temperature
    d_surface = diffusivity_cm2 * 1e14 * np.exp(
        -activation_ev * const.e / const.k * shift)
    return d_surface * gamma * omega**2 * site_density / (const.k * temp)


B = mullins_coefficient(temperature)


def linear_time(period):
    return np.log(reduction) / (B * (2 * np.pi / period)**4)


def corrected_time(period, amplitude):
    slope = 2 * np.pi * amplitude / period
    extra = 3 / 8 * slope**2 * (1 - reduction**-2)
    return linear_time(period) * (1 + extra / np.log(reduction))


# ---------- Curvature potential from variation of the surface energy ----------
x = np.arange(2000) * long_period / 2000
dx = x[1] - x[0]
q = 2 * np.pi / long_period
slope_h = -60 * q * np.sin(q * x)
second_h = -60 * q**2 * np.cos(q * x)
bump = np.exp(3 * np.cos(q * x - 1))
slope_bump = -3 * q * np.sin(q * x - 1) * bump


def surface_length(size):
    return np.sum(np.sqrt(1 + (slope_h + size * slope_bump)**2)) * dx


varied = (surface_length(1e-3) - surface_length(-1e-3)) / 2e-3
kappa = -second_h / (1 + slope_h**2)**1.5
assert np.isclose(varied, np.sum(kappa * bump) * dx, rtol=1e-5)

# ---------- Drift law from biased hops, with the example's own force ----------
q_short = 2 * np.pi / short_period
force = gamma * omega * start_amplitude * q_short**3      # J/nm
hop = omega**(1 / 3)
hop_rate = diffusivity_cm2 * 1e14 / hop**2                # per direction
bias = force * hop / (2 * thermal)
drift = hop * hop_rate * (np.exp(bias) - np.exp(-bias))
assert np.isclose(drift, diffusivity_cm2 * 1e14 * force / thermal, rtol=1e-6)

# ---------- Symbolic small-slope expansion of the full law ----------
xs, eps = sp.symbols("x epsilon", real=True)


def full_law(profile):
    p = sp.diff(profile, xs)
    curv = -sp.diff(profile, xs, 2) / (1 + p**2)**sp.Rational(3, 2)
    return sp.diff(sp.diff(curv, xs) / sp.sqrt(1 + p**2), xs)


f = sp.Function("f")(xs)
general = full_law(eps * f)
first = sp.diff(general, eps).subs(eps, 0).doit()
second = sp.diff(general, eps, 2).subs(eps, 0).doit()
assert sp.simplify(first + sp.diff(f, xs, 4)) == 0
assert sp.simplify(second) == 0
cubic = sp.diff(full_law(eps * sp.cos(xs)), eps, 3).subs(eps, 0) / 6
cubic_function = sp.lambdify(xs, cubic, "numpy")
angles = np.arange(64) * 2 * np.pi / 64
cubic_projection = 2 * np.mean(cubic_function(angles) * np.cos(angles))
assert np.isclose(cubic_projection, 0.75, atol=1e-10)


# ---------- Full nonlinear evolution on a periodic grid ----------
def evolve(length, initial, end_time, event=None):
    n = len(initial)
    step = length / n
    unit = np.eye(n)
    forward = (np.roll(unit, 1, axis=1) - unit) / step
    backward = -forward.T
    laplace = backward @ forward
    central = (forward + backward) / 2

    def parts(h):
        p, c, bend = forward @ h, central @ h, laplace @ h
        curvature = -bend / (1 + c**2)**1.5
        return p, c, bend, forward @ curvature

    def velocity(t, h):
        p, c, bend, gradient = parts(h)
        return B * (backward @ (gradient / np.sqrt(1 + p**2)))

    def jacobian(t, h):
        p, c, bend, gradient = parts(h)
        d_curv = (-((1 + c**2)**-1.5)[:, None] * laplace
                  + (3 * bend * c * (1 + c**2)**-2.5)[:, None] * central)
        d_flux = (((1 + p**2)**-0.5)[:, None] * (forward @ d_curv)
                  - (p * gradient * (1 + p**2)**-1.5)[:, None] * forward)
        return B * (backward @ d_flux)

    result = solve_ivp(velocity, (0, end_time), initial, method="BDF",
                       jac=jacobian, events=event, dense_output=True,
                       rtol=1e-7, atol=1e-7)
    assert result.success
    return result


grid = np.arange(256) * long_period / 256


def ripple_run(period, amplitude):
    wave = np.cos(2 * np.pi * grid / period)

    def size(h):
        return 2 * np.mean(h * wave)

    def reached(t, h):
        return size(h) - amplitude / reduction

    reached.terminal = True
    reached.direction = -1
    run = evolve(long_period, amplitude * wave, 2 * linear_time(period), reached)
    assert len(run.t_events[0]) == 1
    return run.t_events[0][0], run, size


time_short, _, _ = ripple_run(short_period, start_amplitude)
time_long, run_long, size_long = ripple_run(long_period, start_amplitude)
assert abs(time_short / corrected_time(short_period, start_amplitude) - 1) < 1.5e-3
assert abs(time_long / corrected_time(long_period, start_amplitude) - 1) < 1.5e-3
assert abs(time_long / time_short - 16) < 0.05
long_left = size_long(run_long.sol(linear_time(short_period)))
assert np.isclose(long_left, start_amplitude * reduction**(-1 / 16), rtol=1e-3)

# A steeper ripple makes the slope correction large enough to test.
steep_amplitude = 15.0
time_steep, _, _ = ripple_run(short_period, steep_amplitude)
steep_excess = time_steep / linear_time(short_period) - 1
steep_formula = corrected_time(short_period, steep_amplitude) / linear_time(short_period) - 1
assert abs(steep_excess - steep_formula) < 2.5e-3
assert steep_excess > 5e-3

# ---------- Rounding of a right-angled guide corner ----------
corner_box = 2800.0
corner_x = (np.arange(280) - 140) * corner_box / 280
corner = evolve(corner_box, -np.abs(corner_x), linear_time(long_period))
retreat_short = -corner.sol(linear_time(short_period))[140]
retreat_long = -corner.sol(linear_time(long_period))[140]
assert abs(retreat_long / retreat_short - 2) < 0.06
spread_long = (B * linear_time(long_period))**0.25

# ---------- Surface stiffness from the energy of an anisotropic ripple ----------
small_slope = -0.5 * q * np.sin(q * x)
theta = np.arctan(small_slope)
energy = np.mean((1 + anisotropy * np.cos(4 * theta)) * np.sqrt(1 + small_slope**2))
stiffness_numeric = 4 * (energy - 1 - anisotropy) / (0.5 * q)**2
stiffness = 1 - 15 * anisotropy
assert np.isclose(stiffness_numeric, stiffness, rtol=2e-3)

# ---------- Evaporation, from the kinetic impingement flux ----------
mass = 28.0855 * const.atomic_mass
pressure = vapour_torr * const.torr
speed = np.sqrt(thermal / mass)
mean_flux = quad(lambda u: u * np.exp(-u**2 / 2) / np.sqrt(2 * np.pi), 0, 12)[0]
impingement = pressure / np.sqrt(2 * np.pi * mass * thermal)
assert np.isclose(impingement, pressure / thermal * speed * mean_flux, rtol=1e-7)
evaporation = impingement * gamma_si * (omega * 1e-27)**2 / thermal * 1e18
q_long = 2 * np.pi / long_period
rate_short, rate_long = B * q_short**4, B * q_long**4
evaporation_share = evaporation * q_long**2 / rate_long

# ---------- Which ripple periods radiate into the cladding ----------
k0 = 2 * np.pi / vacuum_wavelength
effective_index = np.sqrt(index_si**2 - 2 * (vacuum_wavelength / (2 * guide_side))**2)
beta, k_clad = effective_index * k0, index_clad * k0
band_low = 2 * np.pi / (beta + k_clad)
band_high = 2 * np.pi / (beta - k_clad)
z = np.arange(4000) * 25.0
cosines = np.linspace(-1, 1, 1601)
phases = np.exp(1j * np.outer(beta - k_clad * cosines, z))


def radiated(period):
    field = phases @ np.cos(2 * np.pi * z / period)
    return np.mean(np.abs(field)**2)


inside = min(radiated(short_period), radiated(long_period))
outside = max(radiated(250.0), radiated(900.0))
assert band_low < short_period < long_period < band_high
assert inside > 50 * outside

# ---------- Printed numbers ----------
print(f"Temperature: {temperature:.0f} K")
print(f"Surface diffusivity (rough): {diffusivity_cm2:.1e} cm2/s")
print(f"Surface energy (rough): {gamma_si:.2f} J/m2")
print(f"Atomic volume (rough): {omega:.3f} nm3")
print(f"Mobile-site density (rough): {site_density:.1f} nm^-2")
print(f"Thermal energy kT: {thermal:.4e} J")
print(f"Mullins coefficient B: {B:.3e} nm4/s")
print(f"Ripple periods: {short_period:.0f} and {long_period:.0f} nm")
print(f"Initial amplitude: {start_amplitude:.1f} nm")
print(f"Amplitude reduction factor: {reduction:.0f} (no unit)")
print(f"Final amplitude: {start_amplitude / reduction:.2f} nm")
print(f"Atomic size, cube root of atomic volume: {hop:.3f} nm")
print(f"q, short period: {q_short:.5f} nm^-1")
print(f"q, long period: {q_long:.5f} nm^-1")
print(f"Decay rate, short period: {rate_short:.4f} s^-1")
print(f"Decay rate, long period: {rate_long:.5f} s^-1")
print(f"Anneal time by formula, short: {linear_time(short_period):.2f} s")
print(f"Anneal time by formula, long: {linear_time(long_period):.1f} s")
print(f"Anneal time, nonlinear run, short: {time_short:.2f} s")
print(f"Anneal time, nonlinear run, long: {time_long:.1f} s")
print(f"Time ratio, nonlinear runs: {time_long / time_short:.3f} (no unit)")
print(f"Long ripple left after short anneal, run: {long_left:.3f} nm")
print(f"Initial slope a*q, short period: {start_amplitude * q_short:.4f} (no unit)")
slope_percent = 100 * (corrected_time(short_period, start_amplitude)
                       / linear_time(short_period) - 1)
print(f"Slope correction to time, short: {slope_percent:.3f} %")
print(f"Steep test ripple amplitude: {steep_amplitude:.0f} nm")
print(f"Steep ripple extra time, run: {100 * steep_excess:.2f} %")
print(f"Steep ripple extra time, formula: {100 * steep_formula:.2f} %")
print(f"Guide width and height: {guide_side:.0f} nm")
print(f"Smoothing length (B*t)^(1/4), long anneal: {spread_long:.1f} nm")
print(f"Corner retreat along diagonal, short anneal: {retreat_short:.1f} nm")
print(f"Corner retreat along diagonal, long anneal: {retreat_long:.1f} nm")
print(f"Silicon vapour pressure (rough): {vapour_torr:.1e} Torr")
print(f"Evaporation/diffusion rate ratio, long: {evaporation_share:.1e} (no unit)")
print(f"Anisotropy parameter (trial value): {anisotropy:.2f} (no unit)")
print(f"Stiffness/gamma for that anisotropy: {stiffness:.2f} (no unit)")
print(f"Anneal-time factor from anisotropy: {1 / stiffness:.2f} (no unit)")
print(f"Activation energy (rough): {activation_ev:.1f} eV")
hotter = mullins_coefficient(temperature + 10) / B
print(f"Factor in B for 10 K hotter: {hotter:.3f} (no unit)")
print(f"Vacuum wavelength: {vacuum_wavelength:.0f} nm")
print(f"Indices, silicon and oxide: {index_si:.2f}, {index_clad:.2f} (no unit)")
print(f"Effective index, hard-wall estimate: {effective_index:.3f} (no unit)")
print(f"Radiating ripple periods: {band_low:.0f} to {band_high:.0f} nm")
print(f"Far-field power, in-band/out-of-band: {inside / outside:.0f} (no unit)")
print(f"Scattered-power reduction: {reduction**2:.0f} (no unit)")
print("PASS")
```

Output:

```
Temperature: 1173 K
Surface diffusivity (rough): 1.0e-07 cm2/s
Surface energy (rough): 1.20 J/m2
Atomic volume (rough): 0.020 nm3
Mobile-site density (rough): 7.0 nm^-2
Thermal energy kT: 1.6195e-20 J
Mullins coefficient B: 2.075e+06 nm4/s
Ripple periods: 350 and 700 nm
Initial amplitude: 5.0 nm
Amplitude reduction factor: 10 (no unit)
Final amplitude: 0.50 nm
Atomic size, cube root of atomic volume: 0.271 nm
q, short period: 0.01795 nm^-1
q, long period: 0.00898 nm^-1
Decay rate, short period: 0.2155 s^-1
Decay rate, long period: 0.01347 s^-1
Anneal time by formula, short: 10.69 s
Anneal time by formula, long: 171.0 s
Anneal time, nonlinear run, short: 10.70 s
Anneal time, nonlinear run, long: 171.0 s
Time ratio, nonlinear runs: 15.980 (no unit)
Long ripple left after short anneal, run: 4.331 nm
Initial slope a*q, short period: 0.0898 (no unit)
Slope correction to time, short: 0.130 %
Steep test ripple amplitude: 15 nm
Steep ripple extra time, run: 1.21 %
Steep ripple extra time, formula: 1.17 %
Guide width and height: 3000 nm
Smoothing length (B*t)^(1/4), long anneal: 137.2 nm
Corner retreat along diagonal, short anneal: 50.3 nm
Corner retreat along diagonal, long anneal: 100.8 nm
Silicon vapour pressure (rough): 1.0e-09 Torr
Evaporation/diffusion rate ratio, long: 3.4e-07 (no unit)
Anisotropy parameter (trial value): 0.03 (no unit)
Stiffness/gamma for that anisotropy: 0.55 (no unit)
Anneal-time factor from anisotropy: 1.82 (no unit)
Activation energy (rough): 2.5 eV
Factor in B for 10 K hotter: 1.222 (no unit)
Vacuum wavelength: 1550 nm
Indices, silicon and oxide: 3.48, 1.44 (no unit)
Effective index, hard-wall estimate: 3.461 (no unit)
Radiating ripple periods: 316 to 767 nm
Far-field power, in-band/out-of-band: 325 (no unit)
Scattered-power reduction: 100 (no unit)
PASS
```
